# Free-electron density matrix in d dimensions: Bessel form and power-law decay: a program that tests the result

```python
"""
Free-electron density matrix in d dimensions (zero temperature, spin-summed).

Result under test, with x = KF*r:
  gamma(r) = GS * (KF/(2 pi r))^(d/2) * J_{d/2}(x)
           = A r^(-(d+1)/2) [cos(chi) - (d^2-1) sin(chi)/(8x) + O(1/x^2)]
  A = 2 GS KF^((d-1)/2) / (2 pi)^((d+1)/2),   chi = x - (d+1) pi/4

Symbols: KF Fermi wavenumber (1/bohr), GS spin factor, r distance (bohr),
J Bessel function of the first kind, A amplitude of the envelope.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss
from scipy.special import jv, gamma as gamma_function, beta as beta_function
from scipy.constants import physical_constants

KF = 0.5
GS = 2.0
PI = np.pi
BOHR_IN_NM = physical_constants["Bohr radius"][0] * 1e9
NODES, WEIGHTS = leggauss(400)


def bessel_form(d, r):
    return GS * (KF / (2 * PI * r)) ** (d / 2) * jv(d / 2, KF * r)


def density(d):
    return GS * KF**d / (2**d * PI ** (d / 2) * gamma_function(d / 2 + 1))


def amplitude(d):
    return 2 * GS * KF ** ((d - 1) / 2) / (2 * PI) ** ((d + 1) / 2)


def sphere_rule(d, n):
    """Points and weights for integrals over the unit sphere in d dimensions."""
    if d == 1:
        return np.array([[1.0], [-1.0]]), np.ones(2)
    if d == 2:
        phi = PI * np.arange(2 * n) / n
        return np.column_stack([np.cos(phi), np.sin(phi)]), np.full(2 * n, PI / n)
    lower_points, lower_weights = sphere_rule(d - 1, n)
    t, w = leggauss(n)
    theta = PI / 2 * (1 + t)
    first = np.repeat(np.cos(theta), len(lower_weights))
    rest = np.sin(theta)[:, None, None] * lower_points[None, :, :]
    points = np.column_stack([first, rest.reshape(-1, d - 1)])
    weights = np.outer(PI / 2 * w * np.sin(theta) ** (d - 2), lower_weights)
    return points, weights.ravel()


def ball_and_surface(d, r, n=28):
    """Definition: integral over the filled ball; and its Fermi-surface form."""
    direction = np.arange(1.0, d + 1)
    direction /= np.linalg.norm(direction)
    points, weights = sphere_rule(d, n)
    projection = points @ direction
    t, w = leggauss(n)
    k = KF / 2 * (1 + t)
    radial_weights = KF / 2 * w * k ** (d - 1)
    ball = radial_weights @ (np.exp(1j * r * np.outer(k, projection)) @ weights)
    surface = None
    if r > 0:
        wave = np.exp(1j * KF * r * projection)
        surface = KF ** (d - 1) * np.sum(weights * projection * wave) / (1j * r)
        surface *= GS / (2 * PI) ** d
    return GS * ball / (2 * PI) ** d, surface


def slice_integral(d, r):
    """Ball cut into slices normal to r; t = sin(phi) makes it smooth."""
    phi = PI / 2 * NODES
    w = PI / 2 * WEIGHTS * np.cos(phi) ** d
    slice_volume = PI ** ((d - 1) / 2) / gamma_function((d + 1) / 2)
    waves = np.cos(KF * np.outer(np.atleast_1d(r), np.sin(phi)))
    return GS * KF**d * slice_volume / (2 * PI) ** d * (waves @ w)


def highest_point(function, centre):
    """Largest |function| within half an oscillation of centre."""
    x = np.linspace(centre - PI / 2, centre + PI / 2, 2001)
    values = np.abs(function(x))
    i = int(np.argmax(values))
    assert 0 < i < len(x) - 1
    return x[i], values[i]


# Definition against Bessel, slice and surface forms, r in a general direction
worst = 0.0
for d in (1, 2, 3, 4):
    n_ball = ball_and_surface(d, 0.0)[0]
    worst = max(worst, abs(n_ball / density(d) - 1))
    for r in (6.0, 18.0):
        ball, surface = ball_and_surface(d, r)
        for other in (bessel_form(d, r), slice_integral(d, r)[0], surface):
            worst = max(worst, abs(ball - other) / density(d))
assert worst < 1e-9

# Asymptotic law with its first correction, on the slice integral
worst_remainder = 0.0
for d in (1, 2, 3, 4):
    x = np.linspace(50.0, 150.0, 301)
    r = x / KF
    chi = x - (d + 1) * PI / 4
    scaled = slice_integral(d, r) * r ** ((d + 1) / 2) / amplitude(d)
    two_terms = np.cos(chi) - (d * d - 1) / (8 * x) * np.sin(chi)
    worst_remainder = max(worst_remainder, np.max(np.abs(scaled - two_terms) * x**2))
assert worst_remainder < 1.0

# Decay exponent and height of the peaks
exponent = {}
peak_ratio = {}
for d in (1, 2, 3, 4):
    peaks = [highest_point(lambda x: slice_integral(d, x / KF),
                           m * PI + (d + 1) * PI / 4) for m in (20, 60)]
    (x1, g1), (x2, g2) = peaks
    exponent[d] = np.log(g2 / g1) / np.log(x2 / x1)
    peak_ratio[d] = g2 * (x2 / KF) ** ((d + 1) / 2) / amplitude(d)
    assert abs(exponent[d] + (d + 1) / 2) < 2e-3
    assert abs(peak_ratio[d] - 1) < 1e-3

# A smooth belt of Fermi surface away from the stationary points
half_width = 0.9
t = np.linspace(-half_width, half_width, 4001)[1:-1]
step = t[1] - t[0]
bump = np.exp(1 - 1 / (1 - (t / half_width) ** 2))
theta = PI / 2 * (1 + NODES)
belt = {}
for d in (2, 3):
    measure = bump * (1 - t * t) ** ((d - 3) / 2)
    area_share = step * measure.sum() / beta_function((d - 1) / 2, 0.5)
    shares = []
    for m in (20, 60):
        x = m * PI + np.linspace(0, PI, 101)
        part = np.exp(1j * np.outer(x, t)) @ (t * measure) * step
        whole = np.exp(1j * np.outer(x, np.cos(theta))) @ (
            PI / 2 * WEIGHTS * np.sin(theta) ** (d - 2) * np.cos(theta))
        shares.append(np.max(np.abs(part)) / np.max(np.abs(whole)))
    assert shares[1] < 1e-3 and shares[1] < shares[0] / 50
    belt[d] = (area_share, shares[0], shares[1])


# Quartic surface in two dimensions: no curvature at the stationary points
def quartic_integral(x):
    s = (1 + NODES) / 2
    kx = 1 - s**4
    w = WEIGHTS / 2 * 16 * s**4 * ((1 + kx) * (1 + kx**2)) ** 0.25
    return np.cos(np.outer(x, kx)) @ w


quartic_peaks = [highest_point(quartic_integral, m * PI + 5 * PI / 8)
                 for m in (20, 60)]
(x1, g1), (x2, g2) = quartic_peaks
quartic_exponent = np.log(g2 / g1) / np.log(x2 / x1)
quartic_ratio = g2 * x2**1.25 / (4 * np.sqrt(2) * gamma_function(1.25))
assert abs(quartic_exponent + 1.25) < 2e-3
assert abs(quartic_ratio - 1) < 2e-3

# Share of the integral of gamma^2 beyond a cutoff radius
R_CUT = 200.0
r_nodes = R_CUT / 2 * (1 + NODES)
lost = {}
for d in (1, 2, 3, 4):
    sphere_area = 2 * PI ** (d / 2) / gamma_function(d / 2)
    inside = sphere_area * np.sum(R_CUT / 2 * WEIGHTS * r_nodes ** (d - 1)
                                  * slice_integral(d, r_nodes) ** 2)
    lost[d] = 1 - inside / (GS * density(d))
    assert abs(lost[d] * PI * KF * R_CUT / d - 1) < 1 / (KF * R_CUT)

# Radius where the envelope is a small fraction of the density
FRACTION = 1e-3
radius = {}
for d in (1, 2, 3):
    p = (d + 1) / 2
    radius[d] = (amplitude(d) / (FRACTION * density(d))) ** (1 / p)
    r = radius[d] + np.linspace(-PI / 2, PI / 2, 2001) / KF
    top = np.max(np.abs(bessel_form(d, r)) * (r / radius[d]) ** p) / density(d)
    assert abs(top / FRACTION - 1) < 2e-3

# Worked example
R_EX = 40.0
X_EX = KF * R_EX
print(f"k_F = {KF} bohr^-1, spin factor = {GS:.0f}")
print(f"example distance r = {R_EX:.0f} bohr, k_F r = {X_EX:.0f}")
print(f"cutoff R = {R_CUT:.0f} bohr, k_F R = {KF * R_CUT:.0f}")
print(f"ball quadrature vs other forms, max error/n = {worst:.1e}")
print(f"max x^2*|remainder after two terms| = {worst_remainder:.3f}")
for d in (1, 2, 3):
    p = (d + 1) / 2
    chi = X_EX - p * PI / 2
    envelope = amplitude(d) * R_EX ** (-p)
    one = envelope * np.cos(chi)
    two = envelope * (np.cos(chi) - (d * d - 1) / (8 * X_EX) * np.sin(chi))
    exact = slice_integral(d, R_EX)[0]
    assert abs(two - exact) < envelope / X_EX**2
    print(f"d={d}: density n = {density(d):.6e} bohr^-{d}")
    print(f"d={d}: amplitude A = {amplitude(d):.6e} bohr^({(1 - d) / 2:.1f})")
    print(f"d={d}: envelope at r = {envelope:.6e} bohr^-{d}")
    print(f"d={d}: gamma(r) exact = {exact:.6e} bohr^-{d}")
    print(f"d={d}: gamma(r) one term = {one:.6e} bohr^-{d}")
    print(f"d={d}: gamma(r) two terms = {two:.6e} bohr^-{d}")
    print(f"d={d}: measured peak exponent = {exponent[d]:.4f}")
    print(f"d={d}: last peak / envelope = {peak_ratio[d]:.5f}")
    print(f"d={d}: envelope = {FRACTION:.0e} n at {radius[d]:.1f} bohr"
          f" = {radius[d] * BOHR_IN_NM:.2f} nm")
    print(f"d={d}: share of int gamma^2 beyond R = {lost[d]:.6f}")
    print(f"d={d}: d/(pi k_F R) = {d / (PI * KF * R_CUT):.6f}")
for d in (2, 3):
    print(f"d={d}: belt, share of surface area = {belt[d][0]:.3f}")
    print(f"d={d}: belt, share of integral, x~{20 * PI:.0f}: {belt[d][1]:.1e}")
    print(f"d={d}: belt, share of integral, x~{60 * PI:.0f}: {belt[d][2]:.1e}")
print(f"quartic surface, d=2: peak exponent = {quartic_exponent:.4f}")
print(f"quartic surface: last peak / predicted = {quartic_ratio:.5f}")
print("done: every assertion held")
```

Output:

```
k_F = 0.5 bohr^-1, spin factor = 2
example distance r = 40 bohr, k_F r = 20
cutoff R = 200 bohr, k_F R = 100
ball quadrature vs other forms, max error/n = 1.2e-14
max x^2*|remainder after two terms| = 0.820
d=1: density n = 3.183099e-01 bohr^-1
d=1: amplitude A = 6.366198e-01 bohr^(0.0)
d=1: envelope at r = 1.591549e-02 bohr^-1
d=1: gamma(r) exact = 1.452997e-02 bohr^-1
d=1: gamma(r) one term = 1.452997e-02 bohr^-1
d=1: gamma(r) two terms = 1.452997e-02 bohr^-1
d=1: measured peak exponent = -0.9999
d=1: last peak / envelope = 0.99999
d=1: envelope = 1e-03 n at 2000.0 bohr = 105.84 nm
d=1: share of int gamma^2 beyond R = 0.003169
d=1: d/(pi k_F R) = 0.003183
d=2: density n = 3.978874e-02 bohr^-2
d=2: amplitude A = 1.795871e-01 bohr^(-0.5)
d=2: envelope at r = 7.098804e-04 bohr^-2
d=2: gamma(r) exact = 2.659206e-04 bohr^-2
d=2: gamma(r) one term = 2.534218e-04 bohr^-2
d=2: gamma(r) two terms = 2.658550e-04 bohr^-2
d=2: measured peak exponent = -1.4998
d=2: last peak / envelope = 0.99998
d=2: envelope = 1e-03 n at 273.1 bohr = 14.45 nm
d=2: share of int gamma^2 beyond R = 0.006351
d=2: d/(pi k_F R) = 0.006366
d=3: density n = 4.221716e-03 bohr^-3
d=3: amplitude A = 5.066059e-02 bohr^(-1.0)
d=3: envelope at r = 3.166287e-05 bohr^-3
d=3: gamma(r) exact = -1.147573e-05 bohr^-3
d=3: gamma(r) one term = -1.292105e-05 bohr^-3
d=3: gamma(r) two terms = -1.147573e-05 bohr^-3
d=3: measured peak exponent = -1.9997
d=3: last peak / envelope = 0.99996
d=3: envelope = 1e-03 n at 109.5 bohr = 5.80 nm
d=3: share of int gamma^2 beyond R = 0.009591
d=3: d/(pi k_F R) = 0.009549
d=2: belt, share of surface area = 0.375
d=2: belt, share of integral, x~63: 6.9e-04
d=2: belt, share of integral, x~188: 2.5e-06
d=3: belt, share of surface area = 0.543
d=3: belt, share of integral, x~63: 3.8e-03
d=3: belt, share of integral, x~188: 2.2e-05
quartic surface, d=2: peak exponent = -1.2498
quartic surface: last peak / predicted = 0.99998
done: every assertion held
```
